# When a hybrid functional's eigenvalue gap equals its total-energy gap, part 2

When does a hybrid functional's generalized Kohn-Sham (GKS) gap $\varepsilon_c-\varepsilon_v$ equal its own $I-A$? Nuclei are fixed, orbitals $\phi_p$ real, units Hartree atomic. An insulator has $M$ cells and $N$ electrons; $I=E(N-1)-E(N)$, $A=E(N)-E(N+1)$. With density matrix $\gamma$, density $n(x)=\gamma(x,x)$, one-electron part $h$, pair interaction $V$, exact-exchange fraction $\alpha$ and semilocal remainder $e_{sl}$,

$$E[\gamma]=\mathrm{Tr}\,h\gamma+\tfrac12\iint n(x)V(x,x')n(x')-\tfrac{\alpha}{2}\iint V(x,x')\,\gamma(x,x')^2+\int e_{sl}(n(x)).$$

The GKS operator $F$ is its derivative, with eigenvalues $\varepsilon_p$; the first-order change of $F$ is

$$K[\delta\gamma](x,x')=\delta(x-x')\Big[\int V\delta n+f_{sl}\,\delta n\Big]-\alpha V(x,x')\,\delta\gamma(x,x'),\qquad f_{sl}=e_{sl}''(n).$$

Varying the occupation $f$ of $c$ (lowest empty) or $v$ (highest filled), Janak's theorem $dE/df=\varepsilon(f)$ gives $-A=\int_0^1\varepsilon_c\,df$ and $-I=\int_0^1\varepsilon_v\,df$. The curvature is $\kappa=d\varepsilon/df$. At integer $N$, with $i$ filled and $a$ empty,

$$\kappa_c=K_{cc}-2\,b^{T}H^{-1}b,\qquad b_{ai}=\langle a|K[cc]|i\rangle,\qquad 0\le2b^TH^{-1}b\le\frac{2|b|^2}{\lambda_{\min}}.$$

Here $K[cc]=K[|c\rangle\langle c|]$, $K_{cc}=\langle c|K[cc]|c\rangle$, and $H$, with lowest eigenvalue $\lambda_{\min}$, gives the second-order energy $x^THx$ of empty-filled rotations $x_{ai}$. Likewise for $v$. At fractional $f$, pairs $(a,c)$ also enter, with $D_{pq}=\varepsilon_p-\varepsilon_q$.

With $\rho=\phi_c^2$ and $J=\iint\rho V\rho$, $K_{cc}=(1-\alpha)J+\int f_{sl}\,\rho^2$. For a Bloch carrier with cell weights $p_a$, $f_a=f_{sl}$ on site $a$ and $\bar V_{ab}=\sum_RV(Ra,0b)$,

$$K_{cc}=\frac1M\Big[(1-\alpha)\,p^T\bar Vp+\sum_af_a\,p_a^2\Big].$$

Assumptions: (a) $E$ is differentiable a few times near $\gamma_N$; (b) $\lambda_{\min}$ stays above a positive constant as $M$ grows; (c) solutions along the path keep lattice periodicity (the periodic branch). Then, for short-range $V$, $|b|^2=O(1/M)$ and the deviation is

$$(I-A)-(\varepsilon_c-\varepsilon_v)=\frac{\kappa_c+\kappa_v}{2}+O(M^{-2}),\qquad\kappa_c,\ \kappa_v=O(1/M).$$

In H$_2$CO (PBE0/6-31G), emptying the $\beta$-spin HOMO showed substantial curvature: $I=10.7$ eV, $-\varepsilon_{\rm HOMO}=7.6$ eV. Next, numbers for the $1/M$ coefficient.

**A.** Use a ring of spinless electrons with two sites A, B per cell and $N=M$. The hoppings are $t_1=0.12$ Ha within a cell and $t_2=0.08$ Ha between cells, the site energies are $+0.05$ Ha on A and $-0.05$ Ha on B, and $V(d)=Ue^{-d}$ with $U=0.20$ Ha and $d$ the distance in sites along the ring. A background of $1/2$ per site replaces $n$ by $n-\frac12$ in the Hartree term, which leaves $K$ unchanged. The local exchange is $e_{sl}=-(1-\alpha)c\,n^{4/3}$ with $c=0.10$ Ha, so $f_a=-(1-\alpha)c\,\frac49n_a^{-2/3}$, and $\alpha=0.25$. These are round model parameters. Both edges lie at $k=\pi$, which the program asserts. It has two separate implementations: a $k$-space solver for the periodic branch, and an unconstrained real-space one in which $H$ is built over all $M^2$ pairs. It tests $F$ and $K$ against finite differences of $E$ and $F$ along a random symmetric direction.

At $M=8$ and $f=0.5$ the finite-difference $dE/df_c$ and the eigenvalue are both $-0.0258964$ Ha. The integrals $\int\varepsilon_c\,df=-0.0258361$ Ha and $\int\varepsilon_v\,df=-0.1811543$ Ha reproduce $-A$ and $-I$, asserted to $10^{-9}$ Ha.

The curvatures come from real-space linear response at $M=24$:

$$M\kappa_c=0.124226-0.001233=0.122993\ \text{Ha},\qquad M\kappa_v=0.148710-0.000569=0.14814\ \text{Ha}.$$

Finite differences of the $k$-space eigenvalues give $0.122993$ and $0.148140$ Ha, and $\kappa$ is asserted to agree to $10^{-7}$ Ha. The direct terms are tested against the Bloch formula, with weights $p=(0.885,0.115)$ for $c$ and the mirror image for $v$. The mirror form follows from orthogonality of two real two-component vectors. It explains why the direct terms differ: $\bar V_{AA}=\bar V_{BB}$ makes $p^T\bar Vp$ the same for both edges, so $M(K_{cc}-K_{vv})=(f_A-f_B)(p_A^2-p_B^2)$ with the weights of $c$, and this is negative because the emptier site A has the more negative $f$.

For the bound, $M|b|^2$ is $1.557\times10^{-4}$ Ha$^2$ at $M=12$ and $1.558\times10^{-4}$ Ha$^2$ at $M=24$ for $c$, which confirms the $1/M$ scaling (asserted to 2% for both edges). $\lambda_{\min}$ is $0.1343$ and $0.1356$ Ha at those sizes; two sizes support assumption (b) in this model without proving it. At $M=24$ the bound on $M$ times the relaxation is $2\times1.558\times10^{-4}/0.1356=2.30\times10^{-3}$ Ha for $c$, against an actual $1.23\times10^{-3}$ Ha, and $2\times6.29\times10^{-5}/0.1356=9.3\times10^{-4}$ Ha for $v$, against $5.7\times10^{-4}$ Ha.

The predicted coefficient is $(0.122993+0.148140)/2=0.135566$ Ha. The total-energy differences give, in Ha:

| $M$ | $I-A$ | gap | $M\times$ deviation |
|---|---|---|---|
| 8 | 0.1553182 | 0.1381652 | 0.137224 |
| 32 | 0.1423548 | 0.1381025 | 0.136072 |
| 128 | 0.1391627 | 0.1381025 | 0.135699 |
| 256 | 0.1386324 | 0.1381025 | 0.135633 |
| 512 | 0.1383674 | 0.1381025 | 0.135600 |

The steps of the last column from $128$ to $256$ and from $256$ to $512$ are $0.000066$ and $0.000033$; they halve, as a $1/M$ correction to that column requires. Removing that correction gives $2\times0.135600-0.135633=0.135567$ Ha, equal to the prediction within the asserted relative $10^{-3}$. At $M=512$ the edges separately show $-A-\varepsilon_c=-0.033720+0.033840=0.000120$ Ha, against $0.122993/(2\times512)=0.000120$ Ha, and $\varepsilon_v+I=-0.171943+0.172088=0.000145$ Ha, against $0.148140/(2\times512)=0.000145$ Ha. The GKS gap is $3.758$ eV and $I-A$ is $3.765$ eV, a deviation of $0.19\%$ of the gap. The eigenvalue gap is converged to seven decimals at $M=32$, while $I-A$ approaches it only as $1/M$.

**Q.** Perhaps $\alpha=0.25$ is a lucky value. And if the gaps agree, does that make the gap right?

**A.** Neither. With $\alpha=0$ the gap is $0.1223$ Ha and $M$ times the deviation is $0.1819$ Ha at $M=64$ and $0.1816$ Ha at $M=512$. With $\alpha=1$ the gap is $0.1915$ Ha and the product is $-0.01105$ and $-0.01099$ Ha, negative as $K_{cc}=0$ demands. The program asserts the $1/M$ scaling to 10% in both cases and the sign for $\alpha=1$. Three functionals give three gaps, $0.122$, $0.138$ and $0.192$ Ha, and each agrees with the $I-A$ of its own periodic branch. The result is a consistency property: the eigenvalue gap inherits whatever error the functional makes in $I-A$, and a total-energy calculation with delocalized carriers in a large cell cannot repair it. The case $\alpha=0$ is an ordinary local functional, whose GKS operator is its Kohn-Sham operator.

**Q.** The Coulomb interaction is not short-range, and $\bar V$ diverges. Does the argument survive?

**A.** On the periodic branch the limit survives and the rate slows; whether that branch is the lowest state is a separate question, taken up in the next answer. On the ring let $V(d)\to U/d$. Sites $R$ cells apart are about $2R$ sites apart, on both sides, up to $R=M/2$:

$$\bar V_{ab}=2\sum_{R=1}^{M/2}\frac{U}{2R}+\text{const}_{ab}=U\ln M+\text{const}'_{ab}.$$

Since $\sum_ap_a=1$, $p^T\bar Vp=U\ln M+\text{const}$ for either edge. The relaxation term has no logarithm. In the Hartree part of $K[cc]$ the piece $U\ln M/M$ is the same on every site, a multiple of the identity, and has no empty-filled elements. In the exchange part, the element between the two bands at $k=\pi+q$ is $-\alpha/M$ times the Fourier transform of $V$, whose singular part $U\ln(1/|q|)$ is common to all site pairs and multiplies $\langle c_k|c_\pi\rangle\langle c_\pi|v_k\rangle$ for the cell-normalized vectors. The second overlap vanishes at $q=0$ by orthogonality and grows linearly, and $q\ln q$ is bounded. For the hole the factor is $\langle c_k|v_\pi\rangle\langle v_\pi|v_k\rangle$, and the first overlap vanishes in the same way. The half-sum over both edges gives, to leading order, $M\times\text{deviation}=(1-\alpha)U\ln M+\text{const}$, so the deviation falls as $\ln M/M$ and doubling $M$ adds $(1-\alpha)U\ln2$ to the product. With $V=U/\sqrt{1+d^2}$ and the other parameters unchanged, the product goes from $0.98844$ Ha at $M=512$ to $1.09238$ Ha at $M=1024$, an increase of $0.10394$ Ha against $0.75\times0.20\times\ln2=0.10397$ Ha (asserted to 2%).

For a finite three-dimensional body of size $L$, a carrier density of fixed shape, $\rho=L^{-3}\chi(\mathbf r/L)$, has $J\propto1/L$ by rescaling the integration variables. For a uniform sphere the charge per unit radius is $3r^2/R^3$ and the enclosed charge is $r^3/R^3$; each pair of shells interacts as $1/r_>$, so

$$J=2\int_0^R\frac{3r^2}{R^3}\,\frac{r^3}{R^3}\,\frac{dr}{r}=\frac{6}{R^6}\,\frac{R^5}{5}=\frac{6}{5R},$$

which is $0.060$ Ha at $R=20$ bohr and $0.0060$ Ha at $R=200$ bohr, as a quadrature test confirms. The relaxation can be estimated by scaling. For the Hartree potential $w$ of the carrier, $\langle a|w|i\rangle=\langle a|[F,w]|i\rangle/(\varepsilon_a-\varepsilon_i)$. The commutator is proportional to $\nabla w\sim L^{-2}$, for the exchange operator too, since $\gamma(x,x')$ is short-ranged in an insulator. Since $\varepsilon_a-\varepsilon_i$ is at least the gap, this part of $|b|^2$ is at most of order $L^3\cdot L^{-4}=1/L$ at large $L$. The exchange part of $b$ is bounded by $\alpha^2\iint\rho\rho/|\mathbf r-\mathbf r'|^2\sim L^{-2}$. The curvature at integer $N$ is thus at most of order $1/L\propto M^{-1/3}$; the direct and relaxation terms have opposite signs and can be of the same order, so the curvature can have either sign (at $\alpha=1$ only the relaxation term is left). This relaxation estimate is not tested by the program, and a finite body has no translation symmetry, so the control of finite $f$ must there be assumed in the form that the carrier stays spread over the body.

**Q.** You excluded the dangerous mixing by a symmetry assumption. A minimizer is not obliged to respect it. What if the lowest state of $N+1$ electrons breaks the symmetry?

**A.** Then the equality can fail, and (c) is a real condition. In the full space the pairs $(a,c)$ with $k_a=k_c+q$ have $D\approx q^2/2m^*$, where $m^*$ is the effective mass with lengths in cells. On a ring the smallest $q$ is $2\pi/M$, so $D\sim M^{-2}$, while the kernel terms are of order $f/M$ and dominate at large $M$. Their sign decides whether the Bloch state is a minimum or a saddle.

An envelope estimate, which the program does not test, makes this concrete. Assume that a slowly varying envelope $\psi$ feels the local self-interaction $g=M\kappa_c$, so that $E(N+1)-E(N)-\varepsilon_c=\int|\nabla\psi|^2/2m^*+\frac g2\int\psi^4$. For a normalized shape of width $\ell$ in one dimension, $\psi=\ell^{-1/2}\chi(x/\ell)$, this is $T/(m^*\ell^2)+gP/\ell$ with positive shape constants $T=\frac12\int\chi'^2$ and $P=\frac12\int\chi^4$. For $g>0$ it is positive and tends to zero as $\ell\to\infty$, so the spread state wins. For $g<0$ the derivative with respect to $1/\ell$ vanishes at $1/\ell=m^*|g|P/2T$, where the energy is $-m^*g^2P^2/4T$, negative and independent of $M$. In three dimensions a short-range attraction scales as $\ell^{-3}$, so the kinetic term wins at large $\ell$; the attraction could win only at small $\ell$, and since $\ell$ cannot be smaller than about one cell, a weak attraction does not bind within this estimate. That conclusion is for a short-range interaction and does not carry over to real solids with Coulomb forces. For a carrier of width $\ell$ much smaller than the crystal, macroscopic electrostatics says the filled bands screen its Hartree field and remove $(1-1/\epsilon_\infty)J$, where $\epsilon_\infty$ is the electronic dielectric constant of the functional, while the direct term is $(1-\alpha)J$. The $\ell$-dependent curvature is then about $(1/\epsilon_\infty-\alpha)J$ with $J\propto1/\ell$. For $\alpha>1/\epsilon_\infty$ this is an attraction that falls more slowly than the kinetic $\ell^{-2}$ and binds at any strength. A Gaussian density of width $\sigma$ per direction has energy $3/(8m^*\sigma^2)-(\alpha-1/\epsilon_\infty)/(2\sqrt\pi\,\sigma)$, with minimum $-m^*(\alpha-1/\epsilon_\infty)^2/6\pi$. For the illustrative values $m^*=0.26$ and $\epsilon_\infty=11.7$ this is about $10$ meV at $\sigma\approx60$ bohr for $\alpha=0.25$, and about $0.3$ eV for $\alpha=1$. This too is an untested estimate with an isotropic mass, but it means that (c) cannot be taken for granted for the lowest state of a global hybrid in a strongly screening solid.

For $\alpha=0.25$ the model has $g=0.123$ Ha $>0$. An unconstrained real-space run at $M=12$, started with the extra electron in a single-site vector projected onto the empty space, ends at $E(N+1)=-2.676575611$ Ha, the energy of the Bloch solution (asserted to $10^{-8}$ Ha). This is one size and one seed. For $\alpha=1$ the curvatures are not positive, so by the estimate the periodic branch reported above is expected to become a saddle on a long enough ring; its deviation of $-0.011\ \text{Ha}/M$ describes that branch and not necessarily the lowest state.

**Q.** An estimate is not a counterexample. Can you show the gaps differing by a finite amount as $M$ grows?

**A.** Take $\alpha=1$, $U=1.0$ Ha, $t_1=0.024$ Ha, $t_2=0.016$ Ha and site energies $\pm0.05$ Ha, that is narrow bands and a strong interaction. Start from $\gamma_N$ plus one electron projected from a single site onto the empty space, lower the energy with the optimal damping algorithm, and evaluate the energy of the final determinant. At both $M=16$ and $M=24$,

$$E_b=\varepsilon_c-[E_{\rm loc}(N+1)-E(N)]=-0.185054+0.194332=0.009278\ \text{Ha}=0.25\ \text{eV}.$$

The program asserts $E_b>10^{-3}$ Ha and equality of the two sizes to $10^{-4}$ Ha. It does not examine the shape of the state; the local seed and the size independence are the evidence that it is localized. On the periodic branch of the same model $-A-\varepsilon_c$ is $-1.03\times10^{-4}$ Ha at $M=64$ and $-1.26\times10^{-5}$ Ha at $M=512$, vanishing as derived.

The consequence for the gap is a bound. The Hartree-Fock minimum for $N+1$ electrons lies at or below any determinant, so $-A\le\varepsilon_c-E_b$. For the hole, $E$ is exactly quadratic at $\alpha=1$, and removing $v$ with frozen orbitals, $\delta\gamma=-|v\rangle\langle v|$, costs $-\varepsilon_v+\frac12K_{vv}=-\varepsilon_v$, so $I\le-\varepsilon_v$. Adding the two,

$$I-A\le(\varepsilon_c-\varepsilon_v)-E_b.$$

The total-energy gap lies below the GKS gap by at least $E_b$, more than $0.009$ Ha, at these sizes, and by the same amount on longer rings if the state is localized, since its energy then does not depend on $M$. A lower state than the one found would increase the difference. The nuclei are fixed here, so the trapping is purely electronic.

**Q.** Janak's theorem was exact. How can it coexist with a finite $E_b$?

**A.** It holds along every differentiable stationary branch. A path to the trapped state starts at the same $\varepsilon_c(0)$, because at $f\to0$ the kernel terms of order $f$ cannot compete with $D$ at any fixed $M$. At some $f$ the lowest solution leaves the periodic branch, continuously at a bifurcation or by a crossing of two branches. In the envelope estimate with occupation $f$ the kinetic term carries a factor $f$ and the interaction a factor $f^2$, so the width scales as $1/f$: it is of order $M$ near the instability at $f\sim1/M$, and independent of $M$ at any fixed $f$. For the narrow-band model above the estimate is outside its range at $f=1$: with $g\approx-0.013$ Ha and $m^*\approx190$ it gives a width below one cell and a binding near $0.001$ Ha, against $E_b=0.009$ Ha, so it indicates how the periodic branch can be left and does not account for $E_b$. If the state localizes in this way, $\rho$ at fixed $f$ is no longer $O(1/M)$, and the estimates of $K_{cc}$ and $|b|^2$, which used $\rho\le1/M$, give nothing small. As for the hole in H$_2$CO, no factor $1/M$ then suppresses the curvature. Its sign and size depend on the functional, since the direct term contains $(1-\alpha)J$ and relaxation lowers the result. The same applies to a carrier bound at a defect or a surface site: the levels $\varepsilon$ and the total-energy differences of such states differ by weighted curvatures that need not vanish as the crystal grows.

## Calculated quantities

```
model: t1=0.12 t2=0.08 D=0.05 U=0.20 c=0.10 Ha, alpha=0.25, V=U exp(-d)
M=8: dE/df_c at f=0.5 = -0.02589640 Ha, eps_c = -0.02589640 Ha
M=8: int eps_c df = -0.02583613 Ha, -A = -0.02583613 Ha
M=8: int eps_v df = -0.18115430 Ha, -I = -0.18115430 Ha
M=24 edge c: cell weights p = 0.88518, 0.11482
  M*K_direct=0.124226 M*relax=0.001233 M*kappa=0.122993 M*fd=0.122993 Ha
  M|b|^2 = 1.5568e-04 (M=12), 1.5582e-04 (M=24) Ha^2
M=24 edge v: cell weights p = 0.11482, 0.88518
  M*K_direct=0.148710 M*relax=0.000569 M*kappa=0.148140 M*fd=0.148140 Ha
  M|b|^2 = 6.2863e-05 (M=12), 6.2916e-05 (M=24) Ha^2
lambda_min(H) = 0.13425 (M=12), 0.13557 (M=24) Ha
M=  8: I-A=0.1553182 gap=0.1381652 dev=1.7153e-02 M*dev=0.137224 Ha
M= 32: I-A=0.1423548 gap=0.1381025 dev=4.2522e-03 M*dev=0.136072 Ha
M=128: I-A=0.1391627 gap=0.1381025 dev=1.0601e-03 M*dev=0.135699 Ha
M=256: I-A=0.1386324 gap=0.1381025 dev=5.2982e-04 M*dev=0.135633 Ha
M=512: I-A=0.1383674 gap=0.1381025 dev=2.6484e-04 M*dev=0.135600 Ha
M*dev extrapolated = 0.135567 Ha, M(kappa_c+kappa_v)/2 = 0.135566 Ha
M=512: eps_v=-0.171943 -I=-0.172088 eps_c=-0.033840 -A=-0.033720 Ha
M=512: gap = 3.7580 eV, I-A = 3.7652 eV
alpha=0: gap=0.122292, M*dev=0.181899 (M=64), 0.181636 (M=512) Ha
alpha=1: gap=0.191520, M*dev=-0.011045 (M=64), -0.010988 (M=512) Ha
M=12 E(N+1): unconstrained -2.676575611, Bloch -2.676575611 Ha
V=U/sqrt(1+d^2): M*dev=0.98844 (M=512), 1.09238 (M=1024) Ha
  increase = 0.10394 Ha, (1-alpha) U ln2 = 0.10397 Ha
uniform sphere R=20 bohr: J = 0.06000 Ha
uniform sphere R=200 bohr: J = 0.00600 Ha
trapping model: t1=0.024 t2=0.016 D=0.05 U=1.0 Ha, alpha=1
  M=16: eps_c=-0.185054, E_loc(N+1)-E(N)=-0.194332, E_b=0.009278 Ha
  M=24: eps_c=-0.185054, E_loc(N+1)-E(N)=-0.194332, E_b=0.009278 Ha
  Bloch branch -A-eps_c = -1.033e-04 (M=64), -1.264e-05 (M=512) Ha
  E_b = 0.2525 eV
H2CO PBE0/6-31G: CO=2.28 CH=2.08 bohr, HCH=116 deg
  E(N)=-114.326218 E(N-1)=-113.932715 Ha
  I=0.393503, -int eps df=0.393503 Ha
  -eps_H(f=1)=0.279844, -eps_H(f=0)=0.505800, I+eps_H(f=1)=0.113659 Ha
  I=10.708 eV, -eps_HOMO=7.615 eV, difference=3.093 eV
```
